# Roughening temperature of a crystal surface from its renormalised stiffness, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a free surface to the flow of stiffness and locking

### Definitions and conventions

The surface is described by its height $h(\mathbf r)$ above a reference plane of area $A$, with $\mathbf r=(x,y)$. One crystal layer has height $a$. The energy is

$$H=\int d^2r\left[\frac{\tilde\gamma}{2}|\nabla h|^2-V\cos(kh)\right],\qquad k=\frac{2\pi}{a}. \tag{1}$$

The stiffness $\tilde\gamma$ is an energy per area. It measures the cost of a small slope. The amplitude $V>0$, also an energy per area, measures the preference of the surface for whole-layer heights. The statistics are classical, the forces are short-ranged, and slopes are small. The temperature is $T$ and Boltzmann's constant is $k_B$. Two dimensionless numbers will carry the calculation:

$$K=\frac{\tilde\gamma a^2}{k_BT},\qquad y=\frac{Vb^2}{k_BT}. \tag{2}$$

Here $b$ is the shortest distance kept in the description. The letter $y$ means the locking strength in (2), except in $(x,y)$, in $\partial_y$, in subscripts and in the coordinate stretch that leads to (6), where it refers to the coordinate.

The stiffness measured on a very large surface differs from the $\tilde\gamma$ written in (1), because the locking term resists tilting. Call the measured value $\tilde\gamma_R$. The statement to be derived is

$$k_BT_R=\frac{2}{\pi}\,\tilde\gamma_R(T_R)\,a^2, \tag{3}$$

where $\tilde\gamma_R(T_R)$ is the limit reached from the rough side, $T>T_R$. Since $\tilde\gamma_R$ itself depends on temperature, (3) is a condition on $T_R$ and not an explicit formula for it. The derivation treats weak locking, $y\ll1$.

### The simplest case: no locking

Set $V=0$ and expand the height in plane waves, $h=\bar h+\sum_{\mathbf q\neq0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The energy becomes

$$H=\frac{A\tilde\gamma}{2}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .$$

Because $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. The pair $\pm\mathbf q$ therefore shares one complex amplitude, with two real quadratic degrees of freedom and energy $A\tilde\gamma q^2|h_{\mathbf q}|^2$. Equipartition gives this pair a mean energy $2\times k_BT/2$, so

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{A\tilde\gamma q^2}. \tag{4}$$

The roughness is measured by the mean square height difference $g(r)=\langle[h(\mathbf r)-h(0)]^2\rangle$. Each wave contributes $|e^{i\mathbf q\cdot\mathbf r}-1|^2=2(1-\cos\mathbf q\cdot\mathbf r)$. Replacing the sum by $A\int d^2q/(2\pi)^2$ up to a largest wave number $\Lambda$,

$$g(r)=\frac{2k_BT}{\tilde\gamma}\int\frac{d^2q}{(2\pi)^2}\,\frac{1-\cos\mathbf q\cdot\mathbf r}{q^2}
=\frac{k_BT}{\pi\tilde\gamma}\int_0^{\Lambda r}\frac{du}{u}\,[1-J_0(u)].$$

In the second form the angular average of the cosine is the Bessel function $J_0(qr)$, and $u=qr$. For small $u$, $1-J_0\approx u^2/4$, so the lower end is harmless. For large $u$, $J_0$ oscillates and decays, and its integral with $1/u$ converges. What remains is $\int du/u$, hence

$$g(r)=\frac{k_BT}{\pi\tilde\gamma}\left[\ln\frac rb+C_b\right],\qquad r\gg1/\Lambda . \tag{5}$$

The constant $C_b$ depends on the cutoff and on the choice of $b$, since changing $b$ only moves part of the logarithm into it. The height difference grows without limit, though slowly. This is what a rough surface means. At $T\to0$ the coefficient vanishes and the surface is flat, as it must be.

### Generalisation to unequal stiffnesses

On a surface of low symmetry the gradient energy is $\frac12[\tilde\gamma_x(\partial_xh)^2+\tilde\gamma_y(\partial_yh)^2]$ in principal axes. Stretch the coordinates by

$$x=s\,x',\qquad y=y'/s,\qquad s=(\tilde\gamma_x/\tilde\gamma_y)^{1/4}.$$

The area element is unchanged, so $V$ is unchanged. The two coefficients become $\tilde\gamma_x/s^2$ and $\tilde\gamma_ys^2$, and both equal $\sqrt{\tilde\gamma_x\tilde\gamma_y}$. Everything below therefore holds with

$$\tilde\gamma=\sqrt{\tilde\gamma_x\tilde\gamma_y}, \tag{6}$$

provided that the short-distance cutoff is a circle in the stretched coordinates. For $\tilde\gamma_x=\tilde\gamma_y$ the stretch is $s=1$, and the isotropic case returns.

### How the surface blurs the locking potential

Now ask how strongly the preference for whole layers at one place is correlated with that at another. The product of cosines is

$$\cos kh_1\cos kh_2=\tfrac12\cos k(h_1-h_2)+\tfrac12\cos k(h_1+h_2).$$

Without locking, the mean height $\bar h$ costs no energy and is uniformly distributed over a layer period. The second term averages to zero. The difference $h_1-h_2$ is a Gaussian variable of variance $g(r)$. For such a variable $D$, completing the square in its distribution gives $\langle e^{ikD}\rangle=e^{-k^2g/2}$. Thus

$$\langle\cos kh_1\cos kh_2\rangle=\tfrac12e^{-k^2g(r)/2}.$$

The factor multiplying the logarithm in the exponent is

$$\frac{k^2}{2}\,\frac{k_BT}{\pi\tilde\gamma}=\frac{4\pi^2}{2a^2}\,\frac{k_BT}{\pi\tilde\gamma}=\frac{2\pi}{K},$$

so the correlation falls as $r^{-2\pi/K}$.

This exponent was tested by summing the modes of a discrete surface with $1024\times1024$ sites and periodic edges, with $a=1$ and stiffnesses $2.0$ and $0.8$ in units of $k_BT$. The height differences at separations 16 and 32 gave $4.9645$. With the geometric mean from (6), the formula $2\pi/K$ gives $4.9673$. The test covers the logarithm, its prefactor and the rule for unequal stiffnesses together.

Let $V_0$ be the amplitude that multiplies the cosine of the full fluctuating height. What matters for pairs of distant points is $V_0^2$ times the correlation. By (5),

$$V_0^2e^{-k^2g(r)/2}=V^2\left(\frac rb\right)^{-2\pi/K},\qquad V=V_0e^{-\pi C_b/K}. \tag{7}$$

From here on $V$ means this blurred amplitude at length $b$. The left side of (7) does not know which $b$ was chosen. Two choices $b$ and $b'$ must therefore satisfy $V(b')^2b'^{\,2\pi/K}=V(b)^2b^{2\pi/K}$, or

$$V(b')=V(b)\left(\frac{b'}b\right)^{-\pi/K}.$$

Let $b$ grow by a factor $e^{dl}$. Then $V$ falls by the factor $e^{-(\pi/K)dl}$, while $b^2$ in the definition of $y$ grows by $e^{2dl}$:

$$\frac{dy}{dl}=\left(2-\frac{\pi}{K}\right)y . \tag{8}$$

The two terms have a plain meaning. A patch of surface twice as wide has four times the area over which to gain locking energy. The same patch also has more height fluctuations inside it, and these blur the layer potential.

The blurring can be found by another route. The waves between $\Lambda e^{-dl}$ and $\Lambda$ have, by (4), a mean square height

$$\int\frac{d^2q}{(2\pi)^2}\frac{k_BT}{\tilde\gamma q^2}=\frac{k_BT}{2\pi\tilde\gamma}\,dl .$$

Averaging the cosine over them multiplies it by $\exp[-\frac{k^2}{2}\frac{k_BT}{2\pi\tilde\gamma}dl]=\exp[-(\pi/K)dl]$, in agreement with (8).

Two limits are useful. For $T\to0$, $K\to\infty$ and the growth rate is 2: nothing is blurred. For high temperature, $K\to0$ and locking is rapidly averaged away. The rate changes sign at $K=\pi/2$, which with the bare stiffness would give $k_BT=2\tilde\gamma a^2/\pi$. This is already the form of (3), but it ignores the effect of locking on the stiffness.

A second harmonic $\cos(2kh)$ in the layer potential has $k^2$ four times larger, and hence growth rate $2-4\pi/K$. At $K=\pi/2$ this is $-6$. The leading-order flow therefore suppresses a weak second harmonic where the first one is marginal.

### How locking stiffens the surface

To find the measured stiffness, tilt the surface and see what the tilt costs. Write $h=\mathbf p\cdot\mathbf r+u$, where $\mathbf p$ is the mean slope and $u$ is periodic. The cross term $\mathbf p\cdot\int\nabla u$ vanishes, so the gradient energy is $A\tilde\gamma p^2/2$ plus that of $u$. The partition function is

$$Z(\mathbf p)=Z_0\,e^{-A\tilde\gamma p^2/2k_BT}\left\langle\exp\left[\frac{V_0}{k_BT}\int d^2r\,\cos k(\mathbf p\cdot\mathbf r+u)\right]\right\rangle_0 ,$$

where the average is over the free surface. Expand the logarithm of the average in powers of $V_0$. The first-order term vanishes because the mean height is uniformly distributed. The second-order term is one half of the mean square of the exponent. By the same steps as before, but with the phase from the tilt,

$$\langle\cos k(\mathbf p\cdot\mathbf r_1+u_1)\cos k(\mathbf p\cdot\mathbf r_2+u_2)\rangle_0=\tfrac12\cos(k\mathbf p\cdot\mathbf r)\,e^{-k^2g(r)/2},$$

with $\mathbf r=\mathbf r_1-\mathbf r_2$. The sine part is odd in $u_1-u_2$ and averages to zero. One of the two integrals gives the area $A$. The free energy per area, $f=-(k_BT/A)\ln Z$, is then, apart from a constant,

$$f(\mathbf p)=\frac{\tilde\gamma p^2}{2}-\frac{V^2}{4k_BT}\int_{r>b}d^2r\,\cos(k\mathbf p\cdot\mathbf r)\left(\frac rb\right)^{-2\pi/K}. \tag{9}$$

The factor $\frac14$ is $\frac12$ from the expansion times $\frac12$ from the product of cosines. Pairs closer than $b$ are counted in the bare stiffness.

The sign in (9) makes physical sense. A flat surface lets distant places gain locking energy together. A tilt puts them out of step, and part of the gain is lost. Locking therefore raises the cost of tilting.

The expansion was tested on the smallest useful surface: $2\times2$ sites with periodic edges, $K=6$, $V_0/k_BT=0.02$ per site and layer height 1. Integrating over all heights gave a change of $\ln Z$ of $-1.33798\times10^{-4}$ when the surface was tilted by $0.2$ of a layer height per site in the locking term. The discrete form of the pair sum gave $-1.33840\times10^{-4}$.

The second derivative of (9) with respect to one component of slope is the measured stiffness. For slope along $x$, $\partial_p^2\cos(kpx)=-k^2x^2$ at $p=0$, and the angular average of $x^2$ is $r^2/2$. So

$$\tilde\gamma_R=\tilde\gamma+\frac{V^2k^2}{4k_BT}\int_b^\infty2\pi r\,dr\,\frac{r^2}{2}\left(\frac rb\right)^{-2\pi/K}. \tag{10}$$

With $r=be^{l}$, $r^3dr=b^4e^{4l}dl$. Multiplying by $a^2/k_BT$ and using $k^2a^2=4\pi^2$,

$$K_R=K+\pi^3y^2\int_0^\infty e^{(4-2\pi/K)l}\,dl=K+\frac{\pi^3y^2}{2(\pi/K-2)},\qquad K<\frac\pi2. \tag{11}$$

Well inside the rough phase this is a small correction. As $K$ approaches $\pi/2$ the denominator vanishes, so the correction is large however small $y$ may be. The direct expansion fails where the transition is expected.

### Taking in the pairs one shell at a time

The cure is to move only the pairs with separations between $b$ and $be^{dl}$ into the stiffness. Their share of (11) is $\pi^3y^2dl$, giving

$$\frac{dK}{dl}=\pi^3y^2 . \tag{12}$$

The remaining pairs have the same form as before, with cutoff $be^{dl}$ and the blurred amplitude required by (8). Using the new $K$ in their correlation changes $K_R$ at fourth order in $y$, beyond the order kept. The process can therefore be repeated, each time with the current $K$ and $y$.

At $K=1.4$ and $y=0.05$, equation (12) gives $0.07752$. Direct quadrature of a shell of width $dl=0.01$, followed by a numerical second derivative in slope, gave $0.07733$. The small difference comes from the finite shell: the integrand in (11) changes by a mean relative amount $(4-2\pi/K)dl/2\approx-0.0024$ across it.

Equations (8) and (12) are the lowest-order flow. Symmetry limits what may be added. Shifting $h$ by half a layer changes $V$ to $-V$ but leaves the physics unchanged. Hence $dK/dl$ is even in $y$ and $dy/dl$ is odd. The next terms are of order $y^4$ in the first and $y^3$ in the second. Taken one at a time, the coefficients beyond lowest order depend on how the cutoff is made. One combination of them does not: the one that fixes the first correction to the logarithmic approach at the transition.

## Second half: the transition, a microscopic test and an example

### Symbols and results carried over

The surface has stiffness $\tilde\gamma$, layer height $a$ and locking amplitude $V$ at short-distance cutoff $b$. With unequal principal stiffnesses, $\tilde\gamma$ is their geometric mean. The dimensionless variables are $K=\tilde\gamma a^2/k_BT$ and $y=Vb^2/k_BT$. As the cutoff grows to $be^l$, for weak locking,

$$\frac{dK}{dl}=\pi^3y^2,\qquad\frac{dy}{dl}=\left(2-\frac\pi K\right)y. \tag{13}$$

The value of $K$ at $l\to\infty$ is $K_R=\tilde\gamma_Ra^2/k_BT$, the stiffness of a large surface.

### The conserved quantity and the two fates of the surface

Define $\varphi(K)=2K-\pi\ln K$, so that $\varphi'(K)=2-\pi/K$. The combination

$$I=\varphi(K)-\frac{\pi^3y^2}{2} \tag{14}$$

does not change along the flow, because

$$\frac{dI}{dl}=\left(2-\frac\pi K\right)\pi^3y^2-\pi^3y\left(2-\frac\pi K\right)y=0 .$$

The function $\varphi$ has its minimum at $K=\pi/2$, with value $\varphi_{\min}=\pi-\pi\ln(\pi/2)$. Rearranging (14), $\pi^3y^2/2=\varphi(K)-I$, and $K$ increases for as long as $y\neq0$. For a start at $K<\pi/2$ there are three cases.

- If $I>\varphi_{\min}$, $K$ rises until $\varphi(K)=I$. This happens before $\pi/2$, and there $y$ has fallen to zero. Locking is averaged away and the surface is rough, with finite stiffness and $K_R<\pi/2$.
- If $I<\varphi_{\min}$, then $y$ can never vanish. $K$ passes $\pi/2$, after which $y$ grows. The surface locks to a layer. The weak-locking equations show the onset of this growth but cannot follow it to the end.
- If $I=\varphi_{\min}$, the flow ends at $y=0$ and $K=\pi/2$.

A start at $K\ge\pi/2$ with $y>0$ also locks, since $K$ only increases.

Hold $\tilde\gamma$, $V$ and $b$ fixed and cool the surface. Both starting values, $K$ and $y$, rise as $1/T$. For $K<\pi/2$, $\varphi$ falls as $K$ rises, so $I$ falls steadily and crosses $\varphi_{\min}$ once. The same holds at fixed $V_0$ if $C_b>0$, since the blurred amplitude $V$ in (7) then also rises on cooling. That crossing is $T_R$, and there the flow ends at

$$K_R=\frac{\tilde\gamma_R(T_R)a^2}{k_BT_R}=\frac\pi2\quad\Longrightarrow\quad k_BT_R=\frac2\pi\tilde\gamma_R(T_R)a^2 . \tag{15}$$

The bare parameters decide when the crossing happens, but not the value of $K_R$ there. Locking raises $K$ along the way, so $T_R$ lies above the estimate $2\tilde\gamma a^2/\pi k_B$ made with the bare stiffness. As $V\to0$ the two agree.

A further limit connects this result with direct perturbation theory. Far from the transition the change of $K$ is small, and $\varphi(K_R)=\varphi(K)-\pi^3y^2/2$ gives $(2-\pi/K)(K_R-K)=-\pi^3y^2/2$. This is the second-order result (11).

For weak locking, the flow of stiffness and locking strength has given relation (15) between the roughening temperature and the stiffness measured on a large surface. What remains is the approach to the transition, a test on a surface of discrete heights, the meaning for crystal shape, and a numerical example with its uncertainties.
